# Resistivity of a 10 nm copper film from the thick-film formula

## Problem

A flat copper film of thickness \(d=10\) nm carries a current parallel to its surfaces. The bulk resistivity is \(\rho_0=1.68\ \mu\Omega\,\mathrm{cm}\), and the product of bulk resistivity and electron mean free path is \(\rho_0\lambda=6.7\times10^{-16}\ \Omega\,\mathrm{m}^2\). Both surfaces scatter electrons diffusely.

1. Derive the film conductivity from the Boltzmann equation for a spherical Fermi surface and a single relaxation time.
2. Obtain from it the thick-film formula, the leading correction to \(\rho_0\) when \(d\gg\lambda\), and the first term it neglects.
3. Estimate the film resistivity with the thick-film formula.
4. Decide whether this film is thick in the required sense, and find the error of the estimate within the model.
5. Determine how the error depends on thickness.

Grain boundaries, liners, surface roughness beyond its diffuse scattering, and quantization of the motion across the film are left out.

## Solution

### 1. Film conductivity

Let the film occupy \(0<z<d\), with a uniform electric field \(E\) along \(x\). Electrons have charge \(-e\), and their distribution is \(f=f_0+f_1\), where \(f_0\) is the equilibrium function and \(f_1\) is linear in \(E\). In the steady state,

\[
v_z\frac{\partial f_1}{\partial z}-eE\,v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau}.
\]

The first term describes motion across the film, the second acceleration by the field, and the right side relaxation in the bulk. Far from any surface the \(z\) derivative vanishes, so

\[
f_1^{\rm bulk}=eE\tau\,v_x\frac{\partial f_0}{\partial\varepsilon}.
\]

Write \(f_1=g\,f_1^{\rm bulk}\). The factor \(g\) is the fraction of the bulk response reached at a given depth and direction. Dividing the Boltzmann equation by \(f_1^{\rm bulk}/\tau\) gives

\[
\tau v_z\frac{\partial g}{\partial z}+g=1 .
\]

At the Fermi surface \(v_z=v_F\mu\), where \(\mu\) is the cosine of the angle between the velocity and the film normal. With \(\lambda=v_F\tau\), \(s=z/\lambda\) and \(\kappa=d/\lambda\),

\[
\mu\frac{dg}{ds}+g=1,\qquad 0<s<\kappa. \tag{1}
\]

A diffuse wall sends electrons back with no memory of their incoming direction. Their \(f_1\) therefore cannot depend on the sign of \(v_x\). Since \(f_1^{\rm bulk}\) is odd in \(v_x\), this requires \(g=0\) for electrons leaving a wall. For \(\mu>0\) the starting wall is at \(s=0\), and the solution is

\[
g(s,\mu)=1-e^{-s/\mu}.
\]

Electrons with \(\mu<0\) start from the other wall and have the mirror-image solution, with the same average over depth. That average is

\[
\bar g(\mu)=\frac1\kappa\int_0^\kappa\left(1-e^{-s/\mu}\right)ds
=1-\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right).
\]

The current carries one factor \(v_x\) from the velocity and another from \(f_1^{\rm bulk}\). Averaging \(v_x^2\) over the angle around the normal leaves a weight proportional to \(1-\mu^2\). Because the two signs of \(\mu\) contribute equally, the range \(0<\mu<1\) suffices. There \(\int_0^1(1-\mu^2)d\mu=2/3\), so the normalized weight is \(\tfrac32(1-\mu^2)\). The depth-averaged conductivity \(\sigma\), relative to \(\sigma_0=1/\rho_0\), is

\[
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)\,\bar g(\mu)\,d\mu
=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu. \tag{2}
\]

The field is the same at every depth, so the film resistivity is \(\rho=1/\sigma\). Equation (2) is the Fuchs–Sondheimer result for diffuse surfaces.

The two parts of the integral can be separated. The part without the exponential is \(\int_0^1(\mu-\mu^3)d\mu=\tfrac12-\tfrac14=\tfrac14\). In the other part set \(t=1/\mu\), so that \(d\mu=-dt/t^2\):

\[
\int_0^1(\mu-\mu^3)e^{-\kappa/\mu}d\mu
=\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)e^{-\kappa t}dt
=E_3(\kappa)-E_5(\kappa),
\]

where \(E_n(\kappa)=\int_1^\infty t^{-n}e^{-\kappa t}dt\). Hence

\[
\frac{\sigma}{\sigma_0}=1-x+w,\qquad
x=\frac{3}{8\kappa},\qquad
w=\frac{3}{2\kappa}\left[E_3(\kappa)-E_5(\kappa)\right]. \tag{3}
\]

The term \(x\) is the loss of current due to two walls treated independently, each as if the metal behind it were infinitely deep. The positive term \(w\) corrects for the finite depth: an electron reaches the opposite wall before the loss counted in \(x\) is complete.

### 2. Thick-film formula

For \(t>1\) the difference \(t^{-3}-t^{-5}\) lies between 0 and 1. Therefore

\[
0<w<\frac{3}{2\kappa}\int_1^\infty e^{-\kappa t}dt=\frac{3e^{-\kappa}}{2\kappa^2}.
\]

For large \(\kappa\) this is smaller than any fixed power of \(1/\kappa\), so the power series of the resistivity follows from \(1/(1-x)\):

\[
\frac{\rho}{\rho_0}=1+x+x^2+\cdots
=1+\frac{3}{8\kappa}+\frac{9}{64\kappa^2}+\cdots .
\]

Keeping the first correction and using \(\kappa=d/\lambda\) gives

\[
\rho_{\rm thick}=\rho_0+\frac38\,\frac{\rho_0\lambda}{d}. \tag{4}
\]

The first neglected term in \(\rho/\rho_0\) is \(9/(64\kappa^2)\).

The surface term contains only the product \(\rho_0\lambda\). For free electrons of density \(n\) and mass \(m\), \(\rho_0=m/(ne^2\tau)\) and \(\lambda=v_F\tau\), so \(\rho_0\lambda=mv_F/(ne^2)\). The relaxation time cancels. At this order, a change in bulk scattering shifts \(\rho_0\) but leaves the surface term unchanged.

### 3. The estimate

With \(1\ \mu\Omega\,\mathrm{cm}=10^{-8}\ \Omega\,\mathrm{m}\), the surface term is

\[
\frac38\,\frac{6.7\times10^{-16}\ \Omega\,\mathrm{m}^2}{10^{-8}\ \mathrm{m}}
=2.51\times10^{-8}\ \Omega\,\mathrm{m}=2.51\ \mu\Omega\,\mathrm{cm}.
\]

Adding the bulk value,

\[
\rho_{\rm thick}=1.68+2.51\approx4.2\ \mu\Omega\,\mathrm{cm}
=4.2\times10^{-8}\ \Omega\,\mathrm{m}.
\]

This is 2.5 times the bulk resistivity. The supposed correction is larger than the term it corrects, which calls for a check of the expansion.

### 4. Is the film thick?

The input data fix the mean free path:

\[
\lambda=\frac{\rho_0\lambda}{\rho_0}
=\frac{6.7\times10^{-16}}{1.68\times10^{-8}}\ \mathrm{m}=39.9\ \mathrm{nm},
\qquad
\kappa=\frac{10}{39.9}=0.251 .
\]

The film is about four times thinner than the mean free path, so it is not thick. Equation (4) is being used outside the regime in which it was derived.

Two substitutions show that the expansion is not controlled here. First, \(x=0.375/0.2507=1.496\), so the first-order conductivity is \(1-x=-0.496\) in units of \(\sigma_0\). A negative conductivity is impossible. Second, adding the next term of the resistivity series would give \(1+1.496+1.496^2=4.73\) for \(\rho/\rho_0\), far from the full value found next.

Equation (3), without expansion, gives \(\sigma/\sigma_0=0.3677\). A direct stepwise integration of equation (1), summed over depth and angle, gives 0.3678. The corresponding resistivity is

\[
\rho_{\rm full}=\frac{1.68}{0.3677}\approx4.57\ \mu\Omega\,\mathrm{cm}
=4.57\times10^{-8}\ \Omega\,\mathrm{m}.
\]

The thick-film estimate is thus 8.2% below the full result, relative to the full result.

The modest error can be traced to a cancellation. Define the relative shortfall \(\delta=1-\rho_{\rm thick}/\rho_{\rm full}\). Since \(\rho_{\rm thick}/\rho_0=1+x\) and \(\rho_0/\rho_{\rm full}=1-x+w\),

\[
\delta=1-(1+x)(1-x+w)=x^2-(1+x)w. \tag{5}
\]

For this film \(w=0.3677+0.4955=0.863\). The two terms in (5) are \(x^2=2.24\) and \((1+x)w=2.15\). Each is large, but their difference is only about 0.08. The estimate lies close to the full result because the term \(x^2\), left by replacing \(1/(1-x)\) with \(1+x\), and the term from the neglected finite depth nearly compensate, not because either is small.

### 5. Error at other thicknesses

For thick films \(w\) is negligible and (5) becomes \(\delta\approx9/(64\kappa^2)\). A shortfall of 1% would then occur at \(\kappa\approx0.375/0.1=3.75\), or \(d\approx150\) nm. The full expression gives \(\kappa=3.67\) and \(d\approx147\) nm. This is a practical meaning of "thick" for the present parameters if 1% accuracy is wanted.

The very thin limit behaves differently. For \(\mu\gg\kappa\), expanding the exponential in \(\bar g\) to second order gives \(\bar g\approx\kappa/(2\mu)\). The range \(\kappa<\mu<1\) then contributes the leading logarithm

\[
\frac{\sigma}{\sigma_0}\approx\frac32\int_\kappa^1\frac{\kappa}{2\mu}\,d\mu
=\frac{3\kappa}{4}\ln\frac1\kappa ,
\]

while the omitted pieces are of order \(\kappa\), without the logarithm. The current is carried increasingly by electrons moving nearly parallel to the film, which travel far between wall collisions. In the same limit \(\rho_{\rm thick}/\rho_0\approx3/(8\kappa)\), so

\[
\frac{\rho_{\rm thick}}{\rho_{\rm full}}\approx\frac{9}{32}\ln\frac1\kappa .
\]

This ratio grows without limit as \(\kappa\to0\). Within the classical model the thick-film formula must therefore become too high in sufficiently thin films, although it is too low at 10 nm. The leading logarithm gives only the trend: at 2 nm it yields a ratio of 0.84, while the full expression gives 1.10.

The full expression places the crossing near \(d=3.8\) nm. Above that thickness, the largest shortfall is 9.0%, near \(d=15\) nm. Selected values, with resistivities in \(\mu\Omega\,\mathrm{cm}\), are:

| \(d\) (nm) | Thick-film | Full | \(\delta\) (%) |
|---:|---:|---:|---:|
| 2 | 14.24 | 12.95 | −9.9 |
| 5 | 6.71 | 6.93 | 3.3 |
| 10 | 4.19 | 4.57 | 8.2 |
| 40 | 2.31 | 2.45 | 6.0 |
| 100 | 1.93 | 1.97 | 1.9 |

Agreement near 3.8 nm is a crossing of two curves, not a return to the thick-film regime. At 2 nm the formula is already about 10% too high. The classical description of motion across the film is also least secure at these thicknesses. The logarithm comes from directions down to \(\mu\sim\kappa\), but quantization across the film limits \(\mu\) to values above roughly \(\lambda_F/(2d)\), where the free-electron Fermi wavelength of copper is \(\lambda_F\approx0.46\) nm. This limit exceeds \(\kappa\) below about 3 nm, and at 3.8 nm the directions below it carry about a third of the classical current. The crossing and the entries for the thinnest films therefore compare two formulas within the model rather than predict the resistivity of a real film.

### What the estimate means

The requested thick-film value is \(4.2\ \mu\Omega\,\mathrm{cm}\); the full expression with the same inputs gives \(4.6\ \mu\Omega\,\mathrm{cm}\). The difference measures the error of the expansion alone, not the uncertainty for a real copper film.

The surface condition can matter more than this difference. If one electron in ten were reflected specularly at each wall, the full resistivity would fall by about \(0.37\ \mu\Omega\,\mathrm{cm}\), nearly as much as the error of the expansion. If both walls reflected specularly, they would preserve the velocity along the film, and \(g=1\) would satisfy equation (1) together with the wall conditions. The resistivity would then remain at the bulk value of \(1.68\ \mu\Omega\,\mathrm{cm}\). Grain boundaries act in the other direction: if their effect can be represented by a shorter isotropic relaxation time, they raise \(\rho_0\) at fixed \(\rho_0\lambda\), and equation (4) rises by the same amount. The full expression is not additive in this way: at 10 nm, raising \(\rho_0\) by \(0.50\ \mu\Omega\,\mathrm{cm}\) raises it by \(0.58\ \mu\Omega\,\mathrm{cm}\). A comparison with a measured film therefore needs information about its surfaces and grains as well as its thickness.

## Computed results

```
bulk resistivity: 1.68 microohm cm
rho-lambda product: 6.70e-16 ohm m^2
film thickness: 10.0 nm
mean free path: 39.88 nm
kappa = d/lambda: 0.2507
surface term: 2.5125 microohm cm
thick-film estimate: 4.1925 microohm cm
thick-film estimate: 4.1925e-08 ohm m
thick-film rho/rho0: 2.4955
first-order sigma/sigma0: -0.4955
full sigma/sigma0: 0.3677
marched sigma/sigma0: 0.3678
full rho/rho0: 2.7195
full film resistivity: 4.5687 microohm cm
full film resistivity: 4.5687e-08 ohm m
estimate below full result by: 8.23 %
coefficient of 1/kappa at kappa=100: 0.37641
coefficient of 1/kappa^2 at kappa=100: 0.14115
1 % shortfall at kappa: 3.675
1 % shortfall at d: 146.5 nm
largest shortfall: 8.99 %
largest shortfall at kappa: 0.377
largest shortfall at d: 15.1 nm
curves cross at kappa: 0.0950
curves cross at d: 3.79 nm
d (nm), thick-film and full rho (microohm cm), shortfall (%)
   2   14.242   12.955   -9.94
   5    6.705    6.932    3.27
  10    4.192    4.569    8.23
  20    2.936    3.215    8.66
  40    2.308    2.454    5.95
 100    1.931    1.969    1.94
 200    1.806    1.816    0.55
```
